\section*{Tanabe--Sugano slopes and the widths of octahedral d--d bands, part 2}

How wide is a d--d absorption band of an octahedral centre ML$_6$? Energies are in cm$^{-1}$, lengths in \AA; spin--orbit coupling is neglected. The splitting $\Delta=10Dq$ of the $t_2$ and $e$ orbitals (occupations $n_t$, $n_e$; $N=n_t+n_e$) depends on the bond length $R$: $\Delta'=d\Delta/dR=-n\Delta/R$. With Racah parameters $B$, $C$ and repulsion $W$,
\begin{equation}
H=\Delta(0.6\,n_e-0.4\,n_t)+W=\Delta\,n_e-0.4N\Delta+W,
\label{eq:H}
\end{equation}
\begin{equation}
(ab|cd)=\sum_{k=0,2,4}F^k\!\int\!\!\int d_ad_b(\hat u_1)\,P_k(\hat u_1\!\cdot\!\hat u_2)\,d_cd_d(\hat u_2)\,d\Omega_1d\Omega_2 .
\label{eq:eri}
\end{equation}
Here $d_a$ are real angular functions, $F^2=49B+7C$, $F^4=63C/5$.

A transition of energy $E$ has slope $s=\partial E/\partial\Delta$, the change of $\langle n_e\rangle$. In d$^3$, ${}^4T_2$ has $E=\Delta$, $s=1$, and
\begin{align}
E({}^4T_1)&=\tfrac32\Delta+\tfrac{15}2B-\tfrac12\sqrt{(\Delta-9B)^2+144B^2},\\
s({}^4T_1)&=\tfrac32-\frac{\Delta-9B}{2\sqrt{(\Delta-9B)^2+144B^2}} .
\label{eq:sT1}
\end{align}
Pure-$t_2^3$ ${}^2E$, $|0\rangle$, lies at $9B+3C$ and has repulsion energy $W_0$. With $P_1$ projecting on $n_e=1$,
\begin{equation}
|y\rangle=-\big(P_1WP_1+\Delta-W_0\big)^{-1}P_1W|0\rangle,\qquad s\simeq\langle y|y\rangle .
\label{eq:s2E}
\end{equation}
Its strong-field asymptote is $90(B/\Delta)^2$. In d$^5$, ${}^4A_1$ and ${}^4E(G)$ lie at $10B+5C$ with $s=0$.

All bonds stretch by $x=x_0(a+a^\dagger)$, with ligand mass $M$, breathing frequency $\omega$, $x_0^2=\hbar/(12M\omega)$ and $\kappa=6M\omega^2$. The ground surface is $V_g=\tfrac12\kappa x^2$; the gap is $E_v+gx$, $g=s\Delta'$. The excited minimum is $x_e=-g/\kappa$, the relaxation energy $E_R=g^2/2\kappa=S\hbar\omega$, the zero-phonon energy $E_{00}=E_v-S\hbar\omega$. The Huang--Rhys factor $S$ and band variance $\sigma^2$ are
\begin{align}
S&=\frac{(s\Delta')^2}{12M\hbar\omega^3}, \label{eq:res-S}\\
\sigma^2&=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2kT}, \label{eq:res-sigma}
\end{align}
\begin{equation}
S=\lambda^2,\qquad\lambda=\frac{s\Delta'x_0}{\hbar\omega}.
\label{eq:lambda}
\end{equation}

Vibrational Hamiltonians $H_g$, $H_e$ have eigenstates $|i\rangle$, $|f\rangle$. The Condon line shape is $I(E)=\sum_{i,f}p_i|\langle f|i\rangle|^2\delta(E-E_f+E_i)$, with Boltzmann weights $p_i$ and Fourier transform $G(t)$. With $\tau=\omega t$, $\bar n=1/(e^{\hbar\omega/kT}-1)$,
\begin{equation}
\langle e^{\alpha a^\dagger-\alpha^*a}\rangle=e^{-|\alpha|^2/2}\sum_j\frac{(-|\alpha|^2\bar n)^j}{j!}=e^{-|\alpha|^2(\bar n+1/2)} ,
\label{eq:bloch}
\end{equation}
\begin{equation}
\ln G=-\frac{iE_{00}t}{\hbar}-S(2\bar n+1)+S(\bar n+1)e^{-i\tau}+S\bar n\,e^{i\tau}.
\label{eq:lnG}
\end{equation}
The line at $E_{00}+p\hbar\omega$ has weight
\begin{align}
P_p&=e^{-S(2\bar n+1)}\sum_j\frac{[S(\bar n+1)]^{p+j}[S\bar n]^j}{(p+j)!\,j!}\nonumber\\
&=e^{-S(2\bar n+1)}\Big(\frac{\bar n+1}{\bar n}\Big)^{p/2}I_p\big(2S\sqrt{\bar n(\bar n+1)}\big).
\label{eq:Pp}
\end{align}

\section{Moments, Stokes shift and width}

The cumulants $\kappa_j$ of $p$ are the coefficients of $(-i\tau)^j/j!$ in Eq.~\eqref{eq:lnG}:
\begin{equation}
\kappa_j=S(\bar n+1)+(-1)^jS\bar n ,
\end{equation}
so $\kappa_1=\kappa_3=S$ and $\kappa_2=\kappa_4=S(2\bar n+1)$. The centroid is $E_{00}+S\hbar\omega=E_v$ at any temperature. Since $2\bar n+1=\coth(\hbar\omega/2kT)$, the variance is Eq.~\eqref{eq:res-sigma}. With Eq.~\eqref{eq:lambda},
\begin{equation}
\sigma=|s\Delta'|\,x_0\sqrt{\coth(\hbar\omega/2kT)} .
\end{equation}
At low temperature $\sigma=\hbar\omega\sqrt S$. For $kT\gg\hbar\omega$ the hyperbolic cotangent tends to $2kT/\hbar\omega$ and $\sigma^2\to2E_RkT$, which is classical. Emission starts from the thermal distribution centred on $x_e$, so its centroid is $E_v+gx_e=E_v-g^2/\kappa=E_v-2S\hbar\omega$. The Stokes shift between centroids is $2S\hbar\omega$.

\subsection{From $\sigma$ to the FWHM}

Let each line be broadened by a Gaussian of standard deviation $\sigma_b$, wide enough to hide the spacing $\hbar\omega$. This adds $(\sigma_b/\hbar\omega)^2$ to $\kappa_2$ only. Define $\gamma_1=\kappa_3/\kappa_2^{3/2}$ and $\gamma_2=\kappa_4/\kappa_2^2$, of order $S^{-1/2}$ and $S^{-1}$. For large $S$ the envelope is Gaussian, it falls to one half at $u_0=\sqrt{2\ln2}$ standard deviations, and the width is $2u_0\sigma=2.3548\,\sigma$.

The first correction comes from the Edgeworth expansion. In the standardized variable $z$ the characteristic function is $\exp[-k^2/2+\gamma_1(ik)^3/6+\gamma_2(ik)^4/24]$, and a factor $(ik)^j$ turns the Gaussian $\varphi$ into $He_j(z)\varphi$. Terms of order $S^{-3/2}$ are dropped. Then $f=\varphi\,[1+\gamma_1He_3/6+\gamma_2He_4/24+\gamma_1^2He_6/72]$ with $He_3=z^3-3z$, $He_4=z^4-6z^2+3$ and $He_6=z^6-15z^4+45z^2-15$. Taking the logarithm subtracts $\gamma_1^2He_3^2/72$, and $He_6-He_3^2=-9z^4+36z^2-15$, so up to a constant
\begin{equation}
\ln f=-\frac{z^2}{2}+\frac{\gamma_1}{6}(z^3-3z)+\frac{\gamma_2}{24}(z^4-6z^2)+\gamma_1^2\Big(\frac{z^2}{2}-\frac{z^4}{8}\Big).
\end{equation}
The maximum is at $z=-\gamma_1/2$. Setting $z=u-\gamma_1/2$ removes the linear term and adds $-\gamma_1^2u^2/4$ from the cubic one. The half-maximum condition $-2[\ln f(u)-\ln f(0)]=u_0^2$ becomes
\begin{equation}
u^2-\frac{\gamma_1}{3}u^3+\frac{\gamma_2-\gamma_1^2}{2}u^2-\Big(\frac{\gamma_2}{12}-\frac{\gamma_1^2}{4}\Big)u^4=u_0^2 .
\end{equation}
Insert $u=\pm u_0(1+\delta)+\gamma_1u_0^2/6$. The first-order terms cancel, the common shift drops out of the width, and the second-order terms give $2u_0^2\delta+\gamma_1^2u_0^4(\tfrac1{36}-\tfrac16+\tfrac14)+\tfrac12(\gamma_2-\gamma_1^2)u_0^2-\tfrac1{12}\gamma_2u_0^4=0$. The relative correction to the Gaussian width is
\begin{equation}
\delta=\frac{\gamma_1^2}{2}\Big(\frac12-\frac{u_0^2}{9}\Big)-\frac{\gamma_2}{2}\Big(\frac12-\frac{u_0^2}{12}\Big)=0.173\,\gamma_1^2-0.192\,\gamma_2 .
\label{eq:edge}
\end{equation}
The two terms nearly cancel for a pure Poisson envelope, where $\gamma_1^2=\gamma_2=1/S$ and $\delta=-0.019/S$.

\subsection{The limit $S\ll1$}

To first order in $S$, which requires $S(2\bar n+1)\ll1$ and not only $S\ll1$, Eq.~\eqref{eq:lnG} gives $P_0=1-S(2\bar n+1)$, $P_1=S(\bar n+1)$ and $P_{-1}=S\bar n$. The variance comes entirely from the two weak sidebands at $\pm\hbar\omega$. They lie far below half the peak height, so the FWHM is that of the zero-phonon line, which this model does not determine. Strain, lifetime and dephasing set it.

\subsection{Curvature of the gap}

For an arbitrary gap $E_v+U(x)$, $H_e-H_g=E_v+U$, so $(H_e-E_i)|i\rangle=(E_v+U)|i\rangle$. Closure over final states then gives the first two moments of $I(E)$ about $E_v$ as $\langle U\rangle$ and $\langle U^2\rangle$. The band variance is exactly the thermal variance of the vertical gap. Equation~\eqref{eq:bloch} with $\alpha=ikx_0$ shows that $x$ is Gaussian with variance $v=x_0^2\coth(\hbar\omega/2kT)$, so $\langle x^4\rangle=3v^2$. For $U=gx+c_2x^2+c_3x^3$,
\begin{equation}
\sigma^2=g^2v+(2c_2^2+6gc_3)v^2+O(v^3).
\end{equation}
For ${}^4T_2$ and $n=5$ the expansion $(1+x/R)^{-5}=1-5x/R+15x^2/R^2-35x^3/R^3$ gives $2\cdot225+6\cdot175=1500$, so $\sigma^2=25\Delta^2\epsilon(1+60\epsilon)$ with $\epsilon=v/R^2$, and
\begin{equation}
\sigma\simeq\sigma_{\rm lin}(1+30\epsilon).
\label{eq:curv}
\end{equation}
The width probes $U$ only over the thermal range of the ground surface. The relaxation energy depends instead on the excited stiffness $\kappa+2c_2$, and for a quadratic gap it is the linear value divided by $1+2c_2/\kappa$, a factor set by the ratio of the gap curvature to the stiffness, which at fixed $\kappa$ does not depend on the mass or on the vibrational amplitude. For ${}^4T_2$ and $n=5$, $2c_2/\kappa=30\Delta/(\kappa R^2)$, while $v=\hbar\omega\coth(\hbar\omega/2kT)/2\kappa$, so $30\epsilon$ is smaller than $2c_2/\kappa$ by the factor $\hbar\omega\coth(\hbar\omega/2kT)/2\Delta$. The linear formula is therefore more reliable for $\sigma$ than for $E_R$ and $e^{-S}$.

\subsection{Parity-forbidden intensity}

A d--d transition in an octahedron borrows electric-dipole intensity through an odd mode, with a moment proportional to its coordinate $Q_u$. The odd mode is not displaced, so $G(t)$ acquires a factor that describes two false origins at $\pm\hbar\omega_u$, with probabilities $(\bar n_u+1)/(2\bar n_u+1)$ and $\bar n_u/(2\bar n_u+1)$. The breathing progression is built unchanged on each. A two-point distribution of this kind adds $4\bar n_u(\bar n_u+1)(\hbar\omega_u)^2/(2\bar n_u+1)^2$ to the variance, which vanishes at $T=0$ for a single enabling mode. This mechanism puts no intensity at $E_{00}$ itself. For $\hbar\omega_u=200$~cm$^{-1}$ at 300~K the added standard deviation is 179~cm$^{-1}$, a small change for a band with $\sigma\approx900$~cm$^{-1}$ but far larger than the breathing-mode $\sigma$ of a state with $S\ll1$.

\section{Couplings beyond the slope}

\subsection{Racah parameters that depend on $R$}

Homogeneity of degree one gives Euler's relation $E=s\Delta+B\,\partial_BE+C\,\partial_CE$. If $B$ and $C$ both scale as $R^m$, then $dB/dR=mB/R$ and $dC/dR=mC/R$, and
\begin{equation}
g=s\Delta'+(B\,\partial_BE+C\,\partial_CE)\frac mR=s\Delta'+(E-s\Delta)\frac mR .
\label{eq:euler}
\end{equation}
For ${}^4T_2$ of d$^3$, $E-s\Delta=0$ and the slope formula is untouched. For a state with small $s$ almost the whole transition energy is repulsion, and the second term can dominate. For ${}^4A_1$ and ${}^4E(G)$ of d$^5$ it is the entire breathing gradient.

\subsection{The $e_g$ stretching mode}

An orbitally degenerate level also couples to modes of lower symmetry, about which the Tanabe--Sugano diagram says nothing. The $\sigma$-only angular overlap model gives an estimate. Ligand $i$ along $\hat u_i$ adds $e_\sigma(R_i)f_a(\hat u_i)f_b(\hat u_i)$ to the one-electron matrix, with $f_{z^2}=(3z^2-1)/2$, $f_{x^2-y^2}=\tfrac{\sqrt3}2(x^2-y^2)$ and $f=0$ for $t_2$ on the axes. The orbital $x^2-y^2$ has the energy $\tfrac34\sum_{\rm eq}e_\sigma(R_i)$ from the four equatorial ligands, so $\Delta=3e_\sigma$ and $e_\sigma'=\Delta'/3$.

For radial displacements $x_1,\dots,x_6$ (5 and 6 along $z$) the $t_2^3$ ground state is unaffected. The perturbation depends only on sums over opposite ligands and is even under $C_{2x},C_{2y},C_{2z}$, under which the three ${}^4T_2$ components differ, so it is diagonal among them. The component $|xz\;yz\;x^2-y^2|$ has the gap change $\tfrac14\Delta'(x_1+x_2+x_3+x_4)$. Project this gradient on the normalized coordinates, each of mass $M$:
\begin{align}
Q_a&=\tfrac1{\sqrt6}\sum_ix_i, & g_a&=\frac{4\,\Delta'/4}{\sqrt6}=\frac{\Delta'}{\sqrt6},\\
Q_\theta&=\tfrac1{\sqrt{12}}(x_1+x_2+x_3+x_4-2x_5-2x_6), & g_\theta&=\frac{\Delta'}{\sqrt{12}} .
\end{align}
The squares add to $\Delta'^2(\tfrac16+\tfrac1{12})=\Delta'^2/4$, the full squared gradient $4(\Delta'/4)^2$, so no other coordinate is driven. A mode of mass $M$ has $S=g^2/(2M\hbar\omega^3)$. This returns Eq.~\eqref{eq:res-S} with $s=1$ for $Q_a$, and for the $e_g$ mode of frequency $\omega_e$
\begin{equation}
S_e=\frac{\Delta'^2}{24M\hbar\omega_e^3}=\frac12\Big(\frac{\omega}{\omega_e}\Big)^3S .
\label{eq:Se}
\end{equation}
To first order in the displacements each component is an independent displaced oscillator, $G(t)$ is a product over modes, and the variances and relaxation energies add. In second order the undriven $e_g$ coordinate $Q_\epsilon=\tfrac12(x_1+x_2-x_3-x_4)$ (1 and 2 along $x$) mixes $x^2-y^2$ with $z^2$ through the element $-\Delta'Q_\epsilon/\sqrt{12}$, and so couples the component to the two ${}^4T_1$ levels above it. With the d$^3$ parameters of the worked example these lie 7000 and 21000~cm$^{-1}$ higher and hold $t_2^2e$ with weights 0.9 and 0.1, so the gap acquires the curvature $-2(\Delta'^2/12)(0.9/7000+0.1/21000)=-42535$~cm$^{-1}$\AA$^{-2}$. For $\hbar\omega_e=400$~cm$^{-1}$, $M\omega_e^2=75930$~cm$^{-1}$\AA$^{-2}$, and the excited-state quantum of $Q_\epsilon$ at the vertical geometry drops to $400\sqrt{1-42535/75930}=265$~cm$^{-1}$. This softening is left out of what follows. At the minimum $Q_\theta=-g_\theta/(M\omega_e^2)$, so with $\eta=|\Delta'|/(12M\omega_e^2)=\tfrac12(\omega/\omega_e)^2x_e$ the equatorial bonds change by $x_e+\eta$ and the axial ones by $x_e-2\eta$. The $\pi$ interaction and the $t_{2g}$ bending modes lie outside this model.

\section{Worked example}

The parameters are round model values: $B=700$, $C=3150$~cm$^{-1}$, $M=16$~u, $n=5$, $T=300$~K ($kT=208.51$~cm$^{-1}$). For d$^3$, $\Delta=17500$~cm$^{-1}$ ($\Delta/B=25$), $R=2.0$~\AA\ and $\hbar\omega=500$~cm$^{-1}$. For d$^5$, $\Delta=8400$~cm$^{-1}$ ($\Delta/B=12$), $R=2.2$~\AA\ and $\hbar\omega=350$~cm$^{-1}$. Levels without a closed form come from diagonalizing Eq.~\eqref{eq:H} in all determinants with $M_S=\tfrac12$, with the angular integrals of Eq.~\eqref{eq:eri} done by a product quadrature that is exact for these polynomials, and $s$ is taken from $\langle n_e\rangle$. Spectra called numerical come from diagonalizing $H_g$ and $H_e$ on a uniform sinc grid in $x$ and summing the thermally weighted overlaps.

\subsection{The band ${}^4A_2\to{}^4T_2$ of d$^3$}

With $\hbar^2/(2\,{\rm u})=16.8576$~cm$^{-1}$\AA$^2$,
\begin{align}
\Delta'&=-5\cdot17500/2.0=-43750\ {\rm cm^{-1}\AA^{-1}},\nonumber\\
x_0&=\sqrt{16.8576/(6\cdot16\cdot500)}=0.01874\ \text{\AA},\nonumber\\
S&=(43750\cdot0.01874/500)^2=2.69 .\nonumber
\end{align}
The stiffness is $\kappa=\hbar\omega/(2x_0^2)=711844$~cm$^{-1}$\AA$^{-2}$, so $x_e=43750/711844=0.0615$~\AA, $E_R=2.6889\cdot500=1344$~cm$^{-1}$ and the Stokes shift is 2689~cm$^{-1}$. The weights at $T=0$ for $p=0,\dots,6$ are 0.068, 0.183, 0.246, 0.220, 0.148, 0.080 and 0.036. At $T=0$, $\sigma=500\sqrt{2.6889}=820$~cm$^{-1}$ and the Gaussian FWHM is 1931~cm$^{-1}$ (0.239~eV). At 300~K, $\coth(500/417.02)=1.200$, $\bar n=0.100$, $\sigma=500\sqrt{2.6889\cdot1.200}=898$~cm$^{-1}$ and the FWHM is 2115~cm$^{-1}$ (0.262~eV).

With $\sigma_b=300$~cm$^{-1}$ the Gaussian formula gives $2.3548\sqrt{820^2+300^2}=2056$~cm$^{-1}$ at $T=0$ and 2230~cm$^{-1}$ at 300~K. The numerical envelopes have 2030 and 2179~cm$^{-1}$, lower by 1.3\% and 2.3\% of the formula values. Equation~\eqref{eq:edge} accounts for most of this. At $T=0$, $\kappa_2=2.689+0.36=3.049$, $\gamma_1^2=2.689^2/3.049^3=0.255$ and $\gamma_2=2.689/3.049^2=0.289$, so $\delta=-1.1\%$. At 300~K, $\kappa_4=3.227$, $\kappa_2=3.587$, $\gamma_1^2=0.157$ and $\gamma_2=0.251$, so $\delta=-2.1\%$.

The weight $P_0$ rises with temperature, from 0.0680 to 0.0781. To first order in $\bar n$, Eq.~\eqref{eq:Pp} gives $P_0=e^{-S}[1+\bar n(S^2-2S)]$, which grows when $S>2$. In a single-frequency model the transitions $1\to1$, $2\to2,\dots$ fall on $E_{00}$, and for such $S$ the $1\to1$ overlap exceeds the $0\to0$ one.

\subsection{All levels}

For ${}^4T_1$ the root in Eq.~\eqref{eq:sT1} is $\sqrt{11200^2+8400^2}=14000$~cm$^{-1}$, so $E=26250+5250-7000=24500$~cm$^{-1}$ and $s=1.5-0.4=1.1$. Within one ion $S=s^2S(s{=}1)$. For d$^5$, $\Delta'=-5\cdot8400/2.2=-19091$~cm$^{-1}$\AA$^{-1}$, $x_0=0.02240$~\AA\ and $\coth=1.459$. Energies and $\sigma$ are in cm$^{-1}$, and $\sigma$ and $P_0$ refer to 300~K.

\begin{center}
\begin{tabular}{lrrrrr}
level & $E$ & $s$ & $S$ & $\sigma$ & $P_0$\\
d$^3$ ${}^2E$ & 14618 & 0.030 & 0.0025 & 27 & 0.997\\
d$^3$ ${}^2T_1$ & 15236 & 0.023 & 0.0014 & 20 & 0.998\\
d$^3$ ${}^4T_2$ & 17500 & 1.000 & 2.69 & 898 & 0.078\\
d$^3$ ${}^2T_2$ & 22019 & 0.172 & 0.080 & 155 & 0.909\\
d$^3$ ${}^4T_1$ & 24500 & 1.100 & 3.25 & 988 & 0.051\\
d$^5$ ${}^4T_1$ & 16612 & $-0.936$ & 1.31 & 484 & 0.229\\
d$^5$ ${}^4T_2$ & 20197 & $-0.645$ & 0.62 & 333 & 0.449\\
d$^5$ ${}^4A_1,{}^4E$ & 22750 & 0 & 0 & 0 & 1\\
\end{tabular}
\end{center}

In d$^3$ the ratio $S({}^4T_2)/S({}^2E)=1/s^2$ is about 1100 without spin--orbit coupling. That coupling mixes ${}^2E$ with ${}^4T_2$, which lies 2900~cm$^{-1}$ higher. A one-electron constant $\zeta=200$~cm$^{-1}$ raises $s({}^2E)$ from 0.030 to 0.037 and $S({}^2E)$ by about one half, and the effect grows as the two levels approach (0.033 to 0.054 at $\Delta/B=23$). The level ${}^2E$ lies below $9B+3C=15750$~cm$^{-1}$ because of the admixture. Equation~\eqref{eq:s2E} gives $s=0.0294$, within 3\% of the diagonalized 0.0302. The asymptote $90/25^2=0.144$ is nearly five times the diagonalized value. It differs from Eq.~\eqref{eq:s2E} only by dropping $P_1WP_1-W_0$ from the denominator, so this repulsion shift is comparable to $\Delta$ here and the asymptote is not usable at $\Delta/B=25$. With $\sigma_b=5$~cm$^{-1}$ the numerical ${}^2E$ line has a FWHM of 11.8~cm$^{-1}$, which is $2.3548\cdot5$, whereas $2.3548\,\sigma$ would be 64~cm$^{-1}$.

All d$^5$ transitions in the table flip a spin. For ${}^4T_1$, $S=(0.9363\cdot19091\cdot0.02240/350)^2=1.31$, $\sigma=350\sqrt{1.3087\cdot1.4589}=484$~cm$^{-1}$, and the Gaussian FWHM is 1139~cm$^{-1}$ (0.141~eV). At this $S$ the value is rough, because the line width needed to hide the progression is not negligible. With $\sigma_b=0.6\,\hbar\omega=210$~cm$^{-1}$, $\kappa_4=1.909$ and $\kappa_2=2.269$, the Gaussian formula gives 1242~cm$^{-1}$. Then $\gamma_1^2=0.147$ and $\gamma_2=0.371$, so Eq.~\eqref{eq:edge} lowers it by 4.6\%, and summing the broadened lines of Eq.~\eqref{eq:Pp} gives 1178~cm$^{-1}$. The pair at $10B+5C=22750$~cm$^{-1}$ has no breathing progression at fixed $B$ and $C$.

\subsection{Size of the corrections in d$^3$}

With the full gap $\Delta(R/(R+x))^5$ on the grid, ${}^4T_2$ has $\sigma=901.0$~cm$^{-1}$ at 300~K. Equation~\eqref{eq:curv} with $\epsilon=0.01874^2\cdot1.200/4=1.05\times10^{-4}$ gives $898.1\cdot1.0032=901$~cm$^{-1}$. In contrast, $E_v-E_{00}$ drops from 1344 to 1127~cm$^{-1}$, the $0$--$0$ weight at $T=0$ rises from 0.068 to 0.129, and the excited quantum is 537~cm$^{-1}$. These shifts come mainly from the curvature $2c_2=30\cdot17500/4=131250$~cm$^{-1}$\AA$^{-2}$. The stiffness $\kappa+2c_2=843094$~cm$^{-1}$\AA$^{-2}$ puts the minimum near $43750/843094=0.052$~\AA, at a depth of $43750^2/(2\cdot843094)=1135$~cm$^{-1}$. The cubic term $35\cdot17500\,(0.052/2.0)^3$ adds 11~cm$^{-1}$. At the minimum the curvature of the gap is reduced by $(2.0/2.052)^7=0.836$, so the quantum is $500\sqrt{1+0.836\cdot131250/711844}=537$~cm$^{-1}$, and the larger zero-point energy removes half of 37~cm$^{-1}$. The sum $1135+11-18.5$ is about 1127~cm$^{-1}$. This stiffening belongs to a model with a strictly harmonic ground surface. A negative cubic term in $V_g$ would lower the stiffness at $x>0$ and act in the opposite direction. For ${}^2E$ the full gap leaves $\sigma=27.2$~cm$^{-1}$ and the $0$--$0$ weight 0.9975 unchanged.

With the model exponent $m=0.5$, Eq.~\eqref{eq:euler} for ${}^2E$ has $s\Delta'=-1323$~cm$^{-1}$\AA$^{-1}$, $s\Delta=1323\cdot2.0/5=529$~cm$^{-1}$ and a Racah term $(14618-529)\cdot0.5/2.0=3522$~cm$^{-1}$\AA$^{-1}$. The total gradient is $+2199$~cm$^{-1}$\AA$^{-1}$, opposite in sign to $s\Delta'$, and $S=(2199\cdot0.01874/500)^2=0.0068$. For this $m$ the slope alone gives neither the size of $S$ nor the sign of $x_e$ for ${}^2E$, although $S\ll1$ still holds.

With $\hbar\omega_e=400$~cm$^{-1}$, Eq.~\eqref{eq:Se} gives $S_e=0.5\cdot1.25^3\cdot2.6889=2.63$ for ${}^4T_2$. Then $\eta=0.5\cdot1.25^2\cdot0.06146=0.04802$~\AA, the four equatorial bonds lengthen by 0.1095~\AA\ and the two axial ones change by $-0.0346$~\AA. The total relaxation energy is $2.6889\cdot500+2.626\cdot400=2395$~cm$^{-1}$. At 300~K, $\coth=1.344$ for this mode, $\sigma_e=400\sqrt{2.626\cdot1.3442}=752$~cm$^{-1}$, the total is $\sqrt{898^2+752^2}=1171$~cm$^{-1}$, and the Gaussian FWHM is 2758~cm$^{-1}$ (0.342~eV). The breathing mode supplies $898^2/1171^2$, about 59\%, of the variance in this model. For ${}^2E$ the two components split linearly as $\pm g_\theta Q_\theta$. Taking $g_\theta$ from a finite difference of the diagonalized doublet energies along $Q_\theta$ gives $g_\theta^2/(2M\hbar\omega_e^3)=0.001$. It is small because the coupling vanishes in the pure configuration $t_2^3$ and enters only through the admixed configurations, chiefly $t_2^2e$. In the $\sigma$-only model the $t_2$ orbitals do not move. A $\pi$ interaction would split them along $Q_\theta$, but the shifts sum to zero and each orbital is singly occupied in ${}^2E$ and ${}^4A_2$, so that splitting also acts only through the admixture. It still changes the size: $e_\pi/e_\sigma=0.2$ at the same $\Delta'$ raises the value from 0.001 to about 0.0035, which remains far below 1.

All numerical values are calculated from the stated model.
